# Decay Powers of Interlayer Exchange Coupling from Fermi-Surface Nesting

Suppose the coupling of two ferromagnets through a metal film is known at a spacer thickness of 2 nm and wanted at 8 nm. If its envelope falls as $D^{-2}$, it has dropped by a factor of 16; if as $D^{-1}$, by a factor of 4. The oscillation period does not decide between them, since it depends on the length of a wave vector, whereas the decay depends on how many electrons share that wave vector. Without a rule for the power, an extrapolation in thickness can be wrong severalfold, and a reflection strength deduced from a measured coupling inherits the error.

## Setting and assumptions

A crystalline spacer of thickness $D$ lies between ferromagnets A and B. Let $J$ be the grand potential per area with antiparallel moments minus that with parallel moments, at a common Fermi energy $E_F$ and zero temperature. Positive $J$ favours parallel moments.

The electrons are independent and move in fixed potentials. The interfaces are flat, so the in-plane wave vector $\mathbf k$ is conserved. At given $\mathbf k$ and energy $E$ the spacer has one right-going state, of normal wave number $k_+$ and speed $v_+$, and one left-going state, $k_-$ and $v_-$ (both speeds positive). Define

$$q(\mathbf k,E)=k_+-k_-,\qquad \frac2v=\frac1{v_+}+\frac1{v_-},\qquad q_F(\mathbf k)=q(\mathbf k,E_F).$$

Let $a_\sigma,b_\sigma$ be the reflection amplitudes at A and B for spin $\sigma$ with parallel moments; reversing B exchanges $b_\uparrow$ and $b_\downarrow$. Put

$$R_n=(a_\uparrow^n-a_\downarrow^n)(b_\uparrow^n-b_\downarrow^n),\qquad R\equiv R_1 .$$

At $E_F$, I assume that $q_F$, $v$ and the amplitudes are smooth over the whole periodic in-plane zone, that $v>0$, and that $|a_\sigma b_{\sigma'}|$ stays below a bound smaller than one. A Fermi surface with a rim, where $v\to0$, needs a separate estimate there.

**Theorem.** For large $D$ the leading first harmonic of $J$ is as follows.

(a) If $q_F$ has an isolated stationary point with principal curvatures $h_1,h_2\neq0$, that point contributes
$$J=-\frac{\hbar v}{4\pi^2D^2\sqrt{|h_1h_2|}}\,\mathrm{Re}\!\left[R\,e^{i(q_FD+\pi\sigma/4)}\right],\quad \sigma=\mathrm{sgn}\,h_1+\mathrm{sgn}\,h_2 .$$

(b) If $q_F=q_0$ is stationary along a line crossing the zone, with transverse curvature $h\ne0$ of fixed sign, the line contributes
$$J=-\frac{\hbar\sqrt{2\pi}}{8\pi^3D^{3/2}}\,\mathrm{Re}\!\left[e^{i(q_0D+\pi\,\mathrm{sgn}(h)/4)}\!\int\! ds\,\frac{vR}{\sqrt{|h|}}\right].$$

(c) If $q_F=q_0$ over the whole zone,
$$J=-\frac{\hbar}{8\pi^3D}\,\mathrm{Re}\!\left[e^{iq_0D}\!\int\! d^2k\,vR\right].$$

Several points or lines add. The powers describe envelopes, because $J$ oscillates in sign, and they require that the bracketed amplitudes do not vanish.

## The interference energy

**Lemma 1.** With $X=a\,b\,e^{iqD}$ for one spin and one $\mathbf k$, the part of the grand potential that depends on both interfaces is
$$\Omega=\frac1\pi\,\mathrm{Im}\int_{-\infty}^{E_F}\ln(1-X)\,dE .$$

*Proof.* Take an energy at which both ferromagnets carry waves. Summing repeated round trips gives the transmission amplitudes
$$t=\frac{t_At_Be^{ik_+D}}{1-X},\qquad t'=\frac{t'_Bt'_Ae^{-ik_-D}}{1-X}.$$
The scattering matrix $S=\begin{pmatrix}r&t'\\t&r'\end{pmatrix}$ is unitary. The upper right element of $S^\dagger=S^{-1}$ reads $t^*=-t'/\det S$, so $\arg\det S=\pi+\arg t+\arg t'$. The denominators therefore contribute $-2\arg(1-X)$.

Now close the system by distant walls, whose reflections form a diagonal unitary matrix $P$. A level occurs when an eigenvalue of $SP$ equals one. Each eigenphase yields one level per advance of $2\pi$, so the smoothed number of levels below $E$ is $\arg\det(SP)/2\pi$ plus a constant. The interference part is
$$\Delta N(E)=-\frac1\pi\,\mathrm{Im}\ln(1-X).$$
The other phases belong to the bulk or to single interfaces and cancel in $J$. Where a ferromagnet has no propagating state, the same function is continued analytically in energy; if neither ferromagnet has one, a bound state appears at $X=1$.

Finally, integrate by parts. The boundary terms vanish because $E-E_F=0$ at the top and $\Delta N=0$ far below the bands:
$$\Omega=\int_{-\infty}^{E_F}(E-E_F)\frac{d\Delta N}{dE}\,dE=-\int_{-\infty}^{E_F}\Delta N\,dE. \qquad\square$$

Use $\ln(1-X)=-\sum_nX^n/n$. The antiparallel state has the reflection pairs $a_\uparrow b_\downarrow$ and $a_\downarrow b_\uparrow$, the parallel state $a_\uparrow b_\uparrow$ and $a_\downarrow b_\downarrow$. Subtracting gives
$$-\left(a_\uparrow^nb_\downarrow^n+a_\downarrow^nb_\uparrow^n-a_\uparrow^nb_\uparrow^n-a_\downarrow^nb_\downarrow^n\right)=R_n .$$
With $d^2k/4\pi^2$ states per area,
$$J=\frac1{4\pi^3}\sum_{n\ge1}\frac1n\int d^2k\;\mathrm{Im}\int_{-\infty}^{E_F}dE\,R_n e^{inqD}. \tag{1}$$
The coupling thus needs spin-dependent reflection at both interfaces.

## The factor from the Fermi edge

**Lemma 2.** To leading order in $1/D$,
$$\mathrm{Im}\int_{-\infty}^{E_F}R_ne^{inqD}dE=-\frac{\hbar v}{2nD}\,\mathrm{Re}\left[R_ne^{inq_FD}\right]. \tag{2}$$

*Proof.* Retarded amplitudes are analytic for $\mathrm{Im}\,E>0$, and the round-trip factor vanishes at large $|E|$ there. The path may be turned to run from $E_F+i\infty$ down to $E_F$. With $E=E_F+iy$ and $dE=i\,dy$,
$$\int_{-\infty}^{E_F}F\,dE=-i\int_0^\infty F(E_F+iy)\,dy,$$
whose imaginary part is $-\mathrm{Re}\int_0^\infty F\,dy$. Band bottoms lie on the abandoned path and give no separate term.

At fixed $\mathbf k$, $dk_+/dE=1/\hbar v_+$ and $dk_-/dE=-1/\hbar v_-$, so $dq/dE=2/\hbar v$. Hence
$$e^{inqD}=e^{inq_FD}\,e^{-2nDy/\hbar v}\,[1+O(Dy^2)] .$$
The important $y$ are of order $\hbar v/(nD)$, so the correction is relatively $O(1/D)$, as is that from the energy dependence of $R_n$. The remaining integral is $\hbar v/(2nD)$. $\square$

Inserting (2) in (1) gives
$$J\simeq-\mathrm{Re}\sum_n\frac{\hbar}{8\pi^3n^2D}\int d^2k\;vR_n\,e^{inq_FD}. \tag{3}$$
One factor $1/D$ is now present whatever the shape of the Fermi surface. It comes from the sharp edge in occupation.

## The factors from in-plane dephasing

**Lemma 3.** Let $g$ and $\phi$ be smooth and periodic, and let $k_0$ be any stationary point of $\phi$ at which $\phi''=h\neq0$. The contribution of its neighbourhood is
$$\int g\,e^{iD\phi}dk=g(k_0)\,e^{iD\phi(k_0)}\sqrt{\frac{2\pi}{D|h|}}\;e^{i\pi\,\mathrm{sgn}(h)/4}\,[1+O(1/D)],$$
where the relative error presumes $g(k_0)\neq0$.

*Proof.* Split $g$ by smooth cutoffs. Where $\phi'\neq0$, write $e^{iD\phi}=(iD\phi')^{-1}\,d(e^{iD\phi})/dk$ and integrate by parts. There is no boundary term, and repetition makes this part smaller than any power of $1/D$.

Near $k_0$ define $u$ by $\phi=\phi(k_0)+hu^2/2$, with $dk/du=1$ at $u=0$. Put $u=e^{i\pi\,\mathrm{sgn}(h)/4}s$. Since $u^2=i\,\mathrm{sgn}(h)s^2$, the exponent $iDhu^2/2$ becomes $-D|h|s^2/2$, and
$$\int_{-\infty}^{\infty}e^{iDhu^2/2}du=e^{i\pi\,\mathrm{sgn}(h)/4}\sqrt{\frac{2\pi}{D|h|}} .$$
In the expansion of $g\,dk/du$, the linear term integrates to zero. The quadratic term brings the mean of $u^2$, which is $i/(Dh)$. $\square$

*Proof of the theorem.* Take $n=1$ in (3).

For an isolated point, use principal axes. Integrate over $k_1$ at fixed $k_2$ by Lemma 3; this leaves the phase $q_F(k_1^*(k_2),k_2)$. Its second derivative is $\partial_2^2q_F-(\partial_1\partial_2q_F)^2/\partial_1^2q_F$, which equals $h_2$ because the mixed derivative vanishes. A second use of the lemma gives the factor $2\pi e^{i\pi\sigma/4}/(D\sqrt{|h_1h_2|})$. Multiplication by $\hbar/(8\pi^3D)$ gives (a).

For a line, apply the lemma across it, with $s$ the length along it. The phase $q_0D$ is common to all $s$, so the integral along the line merely adds amplitudes. This gives (b).

For a plane, $e^{iq_0D}$ leaves the integral, which gives (c). $\square$

In physical terms, electrons remain in step with the stationary one within a width $\Delta k\sim(D|h|)^{-1/2}$. Each curved direction costs this shrinking width; each flat one contributes a fixed length. With $s$ curved directions the envelope is $D^{-(1+s/2)}$. A spanning vector that is not stationary leaves no such term, because its neighbours cancel it.

**Remark 1: repeated reflections.** Harmonic $n$ has phase $nq_FD$, so each curved direction gives $(nD)^{-1/2}$. Its amplitude contains $R_n\,n^{-(2+s/2)}D^{-(1+s/2)}$. Higher harmonics change the shape of the oscillation, not its power.

**Remark 2: where the powers change.** If $R$ vanishes at an isolated stationary point, the leading term is absent and the decay is faster. If a curvature vanishes and the phase starts with a fourth-order term, the width scales as $D^{-1/4}$, which replaces $D^{-1/2}$ in that direction. If only a patch of the zone is flat and $\nabla q_F\neq0$ almost everywhere outside it, the outside integral in (3) tends to zero by the Riemann–Lebesgue lemma. In the limit of large $D$ the patch then gives $D^{-1}$, with its own area in (c). The approach can be slow, because a strip just outside the edge stays nearly in step. If $q_F$ leaves its flat value as the cube of the distance from the edge, the strip's width, and with it the relative excess over the patch's own term, falls only as $D^{-1/3}$.

## A lattice in which the nesting can be changed

Take a simple cubic lattice with plane spacing $a=0.2$ nm and
$$E=-2t\cos(k_za)+w,\qquad w=-2t_x\cos(k_xa)-2t_y\cos(k_ya).$$
The normal hopping is $t=2.5$ eV and $E_F=1.25$ eV. Hopping $t_x=t_y=0.5$ eV gives isolated points; $t_y=0$ gives lines; $t_x=t_y=0$ gives a plane. The other parameters are held fixed. Both ferromagnets have the spacer's hopping. Their majority band matches the spacer, and their minority band is shifted up by 2 eV.

For the reflection amplitude, let $\lambda=e^{ik_za}$ and let $\mu=e^{ik'a}$ be the factor per plane in the ferromagnet. At the right interface, after plane $N$, the spacer wave $\lambda^j+B\lambda^{-j}$ must have ratio $\mu$ between planes $N+1$ and $N$:
$$\lambda^{N+1}+B\lambda^{-N-1}=\mu(\lambda^N+B\lambda^{-N})\;\Rightarrow\;B=\lambda^{2N+1}\frac{\mu-\lambda}{1-\lambda\mu}.$$
By mirror symmetry the left interface gives $B\lambda^{-2N-2}$. The round trip is the product, $X=\rho^2\lambda^{2N}$, so $D=Na$ and, for real $k_z,k'$,
$$\rho=\frac{\mu-\lambda}{1-\lambda\mu}=\frac{\sin[(k_z-k')a/2]}{\sin[(k_z+k')a/2]} .$$
The majority amplitude is zero, hence $R=\rho^2$.

In the planar case $\cos k_za=-1.25/5=-0.25$, so $k_za=1.823$ and $q=2k_z=18.235$ nm$^{-1}$. In the minority band $\cos k'a=(2-1.25)/5=0.15$ and $k'a=1.420$. This gives $\rho=0.2005$ and $R=0.0402$. The speed follows from $\hbar v=2ta\sin k_za=0.968$ eV nm, or $1.47\times10^6$ m/s. Since $D$ takes only multiples of $a$, $q$ may be reduced by $2\pi/a=31.416$ nm$^{-1}$; the visible period is $2\pi/13.181=0.477$ nm.

The zone area is $(2\pi/a)^2$, so (c) has the amplitude
$$\frac{\hbar vR}{2\pi a^2D}=\frac{0.968\times0.0402}{2\pi\times0.04\times5}=0.0310\ \mathrm{eV/nm^2}=4.96\ \mathrm{mJ/m^2}$$
at 5 nm.

For the other cases, $\partial k_z/\partial w=-1/\hbar v$ at fixed energy. At a stationary point this gives $h_x=-4t_xa^2\cos(k_xa)/\hbar v$, and likewise for $y$. At $\cos k_xa=\cos k_ya=-1$, $h=0.08/0.989=0.081$ nm in both directions, and (a) gives
$$\frac{0.989\times0.0527}{4\pi^2\times25\times0.0809}=6.5\times10^{-4}\ \mathrm{eV/nm^2}=0.104\ \mathrm{mJ/m^2}.$$
All stationary sets are listed below; signs are those of $\cos k_xa,\cos k_ya$, and amplitudes are at 5 nm.

| Set | Period (nm) | $R$ | Amplitude (mJ/m²) |
|---|---:|---:|---:|
| point $+,+$ | 0.728 | 0.065 | 0.076 |
| points $+,-$ and $-,+$ | 0.477 | 0.040 | 0.076 each |
| point $-,-$ | 0.442 | 0.053 | 0.104 |
| line $+$ | 0.569 | 0.046 | 0.62 |
| line $-$ | 0.413 | 0.042 | 0.67 |
| plane | 0.477 | 0.040 | 4.96 |

The point pair and the plane have the same $q$, $v$ and $R$, yet their amplitudes differ by a factor of about 65 per point. The difference is the number of electrons in step.

The formulas can be set beside the complete integral of the logarithm, evaluated by quadrature over imaginary energy and the zone. Each entry is $J$ in mJ/m², complete integral first, then stationary phase with three harmonics.

| $D$ (nm) | Points | Lines | Plane |
|---:|---:|---:|---:|
| 2 | −0.792; −0.873 | 2.07; 2.15 | −4.00; −4.05 |
| 4 | 0.225; 0.231 | 0.378; 0.384 | 4.80; 4.80 |
| 8 | 0.0057; 0.0069 | −0.1485; −0.1504 | −0.6073; −0.6055 |

The planar coupling is larger at 4 nm than at 2 nm because the two thicknesses sample different phases; single values do not reveal the envelope. For points at 8 nm the contributions partly cancel, and $J$ is far below the sum of their amplitudes, 0.13 mJ/m², so a small absolute error is a large fraction of $J$. To extract the envelope, the integral was kept complex, without the real part, and the root mean square of its magnitude was taken with smooth weights over 10 to 15.8 nm and over 40 to 63.6 nm. The exponents between these windows are $-1.998$, $-1.501$ and $-1.000$ for points, lines and plane. The stationary-phase error, relative to the root-mean-square magnitude, falls from 0.75 % to 0.18 % for points and from 0.26 % to 0.06 % for lines. This is the fourfold drop expected of a $1/D$ correction when $D$ grows fourfold.

## Limits on the observable power

**Temperature.** The Fermi function has poles at $E_F+iy_m$, $y_m=(2m+1)\pi k_BT$, with residue $-k_BT$. The integral over $y$ becomes $2\pi k_BT\sum_m$. Summing the geometric series gives
$$2\pi k_BT\sum_{m\ge0}e^{-2Dy_m/\hbar v}=\frac{\pi k_BT}{\sinh x},\qquad x=\frac{2\pi k_BTD}{\hbar v}.$$
Division by the zero-temperature value $\hbar v/2D$ leaves the factor $x/\sinh x$. For the plane at 300 K and 5 nm it is 0.89. Once $D$ greatly exceeds $\hbar v/2\pi k_BT\approx6$ nm, the decay is exponential and the zero-temperature power is hidden.

**Imperfect nesting.** Give the plane a small residual hopping $t_r$ along $x$. To first order the phase changes by $z\cos k_xa$, with $z=4t_rD/\hbar v$, and the zone average is the Bessel function $J_0(z)$. For $t_r=0.02$ eV at 10 nm it equals 0.84; the complete integral gives 0.83. The departure from the planar law is gradual: at $z=1$, here 12 nm, the amplitude is still about three quarters of the planar one. For $z\gg1$, Lemma 3 at $k_xa=0$ and $\pi$ gives
$$J_0(z)\simeq\sqrt{2/\pi z}\,\cos(z-\pi/4),$$
so $D^{-1}$ turns into $D^{-3/2}$ and one period splits into two. An approximate plane can therefore show the planar power over a limited range.

**Scattering and steps.** If the outward and return passes are damped independently, a lifetime adds $i\hbar v/2\ell$ to the energy, where $\ell$ is the mean free path, and multiplies the amplitude by $e^{-D/\ell}$. For a chosen $\ell=20$ nm and $D=5$ nm this is 0.78. In the planar example, however, there is no in-plane hopping, so an electron meets the same impurities on both passes. A weak impurity of energy $V$ on one site transmits $1/(1+iu)$, with $u=Va/\hbar v$. For random $V$ of zero mean, two independent passes give $1-2\langle u^2\rangle$, but two passes through the same site give $1-3\langle u^2\rangle$. The exponent is then 3/2 as large, and the factor is about 0.69. If the fractions 1/4, 1/2, 1/4 of the area have $N-1$, $N$, $N+1$ planes, the average phase factor is $[1+\cos(qa)]/2=\cos^2(qa/2)$. For the plane this is 0.0625; averaging the complete complex integral at 5 nm reduces its magnitude by the factor 0.0555 (and $J$ itself by 0.054). The difference is comparable with the second harmonic, which has 1 % of the first harmonic's amplitude and is reduced only to 0.77 of itself. For the 0.728 nm period the factor is 0.42, so such steps favour the long period. With in-plane hopping this area average presumes terraces much wider than $(D|h|)^{1/2}$, about 0.7 nm here.

**Relation to devices.** Coupling through a metal spacer can hold the two ferromagnets of a synthetic antiferromagnet antiparallel, as in a magnetic memory cell. The spacers used there are usually transition metals such as ruthenium or iridium, with several bands at the Fermi energy, which the assumption of one state per direction does not cover. The normal speed in the example is in the rough range of a noble metal. The in-plane hopping, one fifth of the normal one, is far more anisotropic than in a noble metal, and nesting over the entire zone is an idealization. Several mJ/m² at 5 nm is accordingly far above what a noble-metal spacer should be expected to give. In a spacer near 1 nm thick the asymptotic terms are less accurate: for isolated points the error at 2 nm is already 10 % of the complete value. Among the effects sized here at 5 to 10 nm, thickness steps matter most, reducing the first harmonic of the planar coupling about sixteenfold for the stated fractions; at 300 K the thermal factor reaches the same level near 30 nm and dominates beyond. Changes of the electron interaction between the two alignments are omitted and have not been sized.

Numbers in the example were calculated in double precision.
